# Epilayer tilt and the half-turn average in symmetric rocking curves

Take a substrate whose reflecting planes are parallel to its surface, and a layer on it whose planes are tilted by a small angle $\tau$. Let the tilt lie in the scattering plane, the plane that contains the incident beam and the surface normal. The layer normal leans downstream, the way the beam travels along the surface.

A beam that meets the surface at the angle $\omega$ then meets the layer planes at the smaller angle $\omega-\tau$. The layer diffracts when that angle equals its Bragg angle $\theta_L$, so its peak appears at $\omega_L=\theta_L+\tau$. The substrate peak appears at $\omega_S=\theta_S$. The measured separation is

$$S=\omega_S-\omega_L=(\theta_S-\theta_L)-\tau .$$

Now turn the sample by 180° about its surface normal. The layer normal leans upstream, the beam meets the layer planes at $\omega+\tau$, and the separation becomes $(\theta_S-\theta_L)+\tau$. The mean of the two readings is $\theta_S-\theta_L$, the quantity that carries the layer spacing.

With a Bragg-angle difference of 262 arcsec and a tilt of 180 arcsec, the two scans read $262-180=82$ arcsec and $262+180=442$ arcsec. Neither resembles the true value, yet their mean is 262 arcsec. In this special case the cancellation is complete. For a tilt in a general direction something survives, and finding it requires the full geometry.

## What the peak position measures

Let $\mathbf k$ be the incident wave vector, of length $k=2\pi/\lambda$, and $\mathbf G$ the reciprocal-lattice vector of the reflecting planes, of length $G=2\pi/d$ with $d$ their spacing. Elastic diffraction requires $|\mathbf k+\mathbf G|=|\mathbf k|$. Squaring both sides and removing $k^2$ gives $G^2+2\,\mathbf k\cdot\mathbf G=0$. Division by $2kG$ yields, for the unit vectors,

$$\hat{\mathbf k}\cdot\hat{\mathbf g}=-\frac{G}{2k}=-\frac{\lambda}{2d}=-\sin\theta .$$

This condition fixes the angle between the beam and the planes. It does not fix the angle between the beam and the surface, or between the beam and any other planes in the sample. A rocking curve, however, records $\omega$, which is set by the goniometer and is common to substrate and layer. A difference in orientation between the two sets of planes therefore enters the separation on the same footing as a difference in spacing.

The detector angle behaves differently. The vectors $\mathbf k$ and $\mathbf k+\mathbf G$ have equal length and differ by $\mathbf G$, so the angle $2\alpha$ between them obeys $G=2k\sin\alpha$. Comparison with $\sin\theta=G/(2k)$ gives $\alpha=\theta$. The scattering angle is $2\theta_L$ however the layer is oriented, which shows that the bias is one of orientation and not of spacing.

The model assumes a parallel, monochromatic beam, uniform strain and tilt, and a detector open enough to accept both diffracted beams. The peaks are taken to be resolved and centred where the condition above holds; refraction and interference between the peaks are left out. In a real sample refraction shifts a symmetric peak by about $2\delta/\sin2\theta$, where $1-\delta$ is the refractive index. The difference of these shifts between substrate and layer does not reverse under a half turn and stays in the mean. At the angles used below, a difference of $10^{-6}$ in $\delta$ is worth about half an arcsec, more than the second-order tilt remainder in the table, and it has to be corrected separately.

## The peak for an arbitrary orientation

Choose axes with $z$ along the axis of azimuthal rotation, pointing out of the sample, $x$ along the downstream direction of the beam, and $y$ perpendicular to the scattering plane. With $\omega$ measured from the plane perpendicular to $z$,

$$\hat{\mathbf k}=(\cos\omega,\,0,\,-\sin\omega),\qquad \hat{\mathbf g}=(p,\,u,\,g_z).$$

Here $p$ is the part of the plane normal that leans within the scattering plane, and $u$ the part that leans out of it. Inserting these vectors into the diffraction condition and changing the overall sign gives

$$g_z\sin\omega-p\cos\omega=\sin\theta .$$

The left side can be written as one sine. Set $g_z=R\cos\beta$ and $p=R\sin\beta$. Because $\hat{\mathbf g}$ has unit length, $R^2=p^2+g_z^2=1-u^2$, and division of the two definitions gives $\tan\beta=p/g_z$. Then

$$R(\sin\omega\cos\beta-\cos\omega\sin\beta)=R\sin(\omega-\beta)=\sin\theta .$$

The solution in the range of the scan, with $\omega-\beta$ below 90°, is

$$\omega=\beta+\arcsin\frac{\sin\theta}{\sqrt{1-u^2}} .$$

No small-angle approximation has been made. The formula was tested against direct numerical solutions of $|\mathbf k+\mathbf G|=|\mathbf k|$ for 100 random orientations with $p$ and $u$ up to 0.1 in magnitude, and the largest discrepancy was at the level of rounding error.

The two terms respond differently to a lean of the planes. The angle $\beta$ has the sign of $p$: a downstream lean moves the peak up and an upstream lean moves it down. The second term contains $u^2$ and cannot tell a lean to the left from a lean to the right. Either one raises $\omega$, because a normal that leaves the scattering plane has a smaller projection onto it, and the beam must come in more steeply to reach the same angle with the planes.

## The separation and its half-turn mean

Let the substrate normal lie along the azimuth axis, so that $p=u=0$ for the substrate and $\omega_S=\theta_S$. Let the layer normal be tilted from it by $\tau$, in a direction that makes the azimuth $\psi$ with the downstream direction. For the layer

$$p=\sin\tau\cos\psi,\qquad u=\sin\tau\sin\psi,\qquad g_z=\cos\tau,\qquad \tan\beta=\tan\tau\cos\psi .$$

For small tilt, $\beta=\tau\cos\psi+O(\tau^3)$. In the other term, $1/\sqrt{1-u^2}=1+\tfrac12u^2+O(u^4)$, so the argument of the arcsine exceeds $\sin\theta_L$ by $\tfrac12u^2\sin\theta_L$. The derivative of the arcsine at $\sin\theta_L$ is $1/\cos\theta_L$, hence

$$\arcsin\frac{\sin\theta_L}{\sqrt{1-u^2}}=\theta_L+\tfrac12u^2\tan\theta_L+O(u^4).$$

With $u^2=\tau^2\sin^2\psi+O(\tau^4)$ and $\Delta=\theta_S-\theta_L$, the separation is

$$S(\psi)=\Delta-\tau\cos\psi-\tfrac12\tau^2\sin^2\psi\,\tan\theta_L+O(\tau^3).$$

The bias of a single scan is of first order in the tilt unless $\cos\psi=0$.

A half turn replaces $\psi$ by $\psi+180^\circ$. Both $\cos\psi$ and $\sin\psi$ change sign, so $p$ and $u$ do too, while $g_z$ stays. It follows that $\beta$ becomes $-\beta$ and $u^2$ is unchanged. In the mean of the two separations $\beta$ drops out without any expansion:

$$\bar S=\tfrac12\left[S(\psi)+S(\psi+180^\circ)\right]=\theta_S-\arcsin\frac{\sin\theta_L}{\sqrt{1-\sin^2\tau\sin^2\psi}} .$$

This expression is even in $\tau$, so every odd order has cancelled, the first included. The leading remainder is

$$\bar S-\Delta=-\tfrac12\tau^2\sin^2\psi\,\tan\theta_L+O(\tau^4).$$

It vanishes for $\psi=0$, the case of the opening, and is largest when the tilt is perpendicular to the scattering plane. The half turn thus removes what reverses with the sample, and the out-of-plane effect does not reverse.

## Numbers for a model layer

Take $\lambda=2.9$ bohr, a substrate spacing of 2.7 bohr and a layer spacing of 2.7054 bohr, which is a strain $\varepsilon=0.002$ normal to the planes. The Bragg angles are $\theta_S=32.482^\circ$ and $\theta_L=32.409^\circ$, so $\Delta=262.0$ arcsec, or 0.0728°. The tilt is 180 arcsec. All separations below are in arcsec.

| $\psi$ | $S(\psi)$ | $S(\psi+180^\circ)$ | $\bar S-\Delta$ |
|---|---|---|---|
| 0° | 82.0 | 442.0 | 0.0000 |
| 30° | 106.1 | 417.9 | −0.0125 |
| 60° | 172.0 | 352.0 | −0.0374 |
| 90° | 261.95 | 261.95 | −0.0499 |

At $\psi=30^\circ$ the first-order bias is $-180\times0.8660=-155.9$ arcsec, and $262.0-155.9=106.1$ arcsec, as listed. The last column follows $\sin^2\psi$: its entries at 30°, 60° and 90° stand as 1 : 3 : 4. Its size at 90° comes from $\tau=180/206265=8.727\times10^{-4}$ rad:

$$-\tfrac12\times180\ \text{arcsec}\times8.727\times10^{-4}\times0.63485=-0.0499\ \text{arcsec}.$$

This remainder is negligible here, but it grows as the square of the tilt. For a tilt of 1°, twenty times larger, the leading formula gives $400\times0.0499\approx20$ arcsec at $\psi=90^\circ$, which is no longer small beside 262 arcsec.

The consequence for strain is more telling than the angles. An analyst who ignores tilt assigns the layer the Bragg angle $\theta'=\theta_S-S$ and infers the strain

$$\varepsilon'=\frac{\sin\theta_S}{\sin\theta'}-1 .$$

To first order $\theta'=\theta_L+\tau\cos\psi$. The derivative of $\varepsilon'$ with respect to $\theta'$ is $-\sin\theta_S\cos\theta'/\sin^2\theta'$. At $\theta'=\theta_L$, where $\sin\theta_S/\sin\theta_L=1+\varepsilon$, it equals $-(1+\varepsilon)\cot\theta_L$. At $\psi=30^\circ$ the in-plane tilt is $\tau\cos\psi=8.727\times10^{-4}\times0.8660=7.558\times10^{-4}$ rad. The false strain, with its value at this azimuth, is therefore

$$\varepsilon'-\varepsilon\approx-(1+\varepsilon)\,\tau\cos\psi\,\cot\theta_L=-\frac{1.002\times7.558\times10^{-4}}{0.63485}=-0.00119 .$$

At $\psi=30^\circ$ the single scan gives a strain of 0.00081, and its partner gives 0.00319. Each is wrong by about 60 % of the true strain, in opposite directions. The mean separation gives 0.00200. Meanwhile the layer's scattering angle is 64.819° in both scans, as it must be if the spacing is the same.

When the tilt lies in or close to the scattering plane, the separations should be averaged before conversion to strain. Strain is a curved function of $\theta'$, so the mean of the two inferred strains contains a second-order error from that curvature, proportional to $\tau^2\cos^2\psi$. At $\psi=30^\circ$ it is small: $(0.000809+0.003194)/2=0.0020015$, an excess of $1.5\times10^{-6}$ from the rounded figures and $1.6\times10^{-6}$ without rounding. How far from the plane this advice holds depends on the Bragg angle. The second derivative of $\varepsilon'$ at $\theta_L$ is $(1+\varepsilon)(1+2\cot^2\theta_L)$, so the curvature error is $\tfrac12(1+\varepsilon)\tau^2\cos^2\psi\,(1+2\cot^2\theta_L)$. The mean separation leaves a strain error of its own, $-\tfrac12(1+\varepsilon)\tau^2\sin^2\psi$, which is also present in the mean of the two strains. There the two errors partly cancel, and the mean of the strains is the closer one when the curvature error is positive but less than twice the size of the other. For $\psi$ between 0° and 90° this requires $\tan^2\psi>\tfrac12+\cot^2\theta_L$, or $\psi$ above about 60° in the example. At exactly 90° the curvature error vanishes and the two averages agree to this order.

## The difference contains the tilt

The half of the pair that the mean discards is useful. Since $S(\psi)$ contains $-\beta$ and $S(\psi+180^\circ)$ contains $+\beta$, with all else equal,

$$\tfrac12\left[S(\psi+180^\circ)-S(\psi)\right]=\beta,\qquad \tan\beta=\tan\tau\cos\psi .$$

One pair gives the component of the tilt in the scattering plane. A second pair, taken a quarter turn further on, gives $\tan\beta_2=\tan\tau\cos(\psi+90^\circ)=-\tan\tau\sin\psi$. Squaring and adding removes the unknown direction:

$$\tan^2\tau=\tan^2\beta_1+\tan^2\beta_2 .$$

In the example $\beta_1=155.9$ arcsec and $\beta_2=-90.0$ arcsec. For such small angles the tangents may be replaced by the angles, and $\sqrt{155.9^2+90.0^2}=180.0$ arcsec recovers the tilt. With the tilt and its direction known, the second-order remainder of the mean can be calculated and removed.

## Where the cancellation is spoiled

The argument needs an accurate half turn. Suppose the second scan is taken at $\psi+180^\circ+\eta$. The first-order terms of the mean are then

$$-\tfrac12\tau\left[\cos\psi-\cos(\psi+\eta)\right]\approx-\tfrac12\tau\eta\sin\psi-\tfrac14\tau\eta^2\cos\psi ,$$

where $\cos(\psi+\eta)$ has been expanded to second order in $\eta$. For $\eta=1^\circ=0.01745$ rad and $\psi=30^\circ$ the leading term is $-\tfrac12\times180\times0.01745\times0.5=-0.785$ arcsec. The next term adds $-0.012$ arcsec, and the second-order tilt remainder about as much again. Together they account for the $-0.810$ arcsec found numerically. An azimuth error thus restores a bias linear in the tilt. It is of order $\tau\eta$ in general, and of order $\tau\eta^2$ when the tilt lies in the scattering plane.

The argument also took the substrate normal to lie along the azimuth axis. If it does not, the substrate has its own components $p_S$ and $u_S$, and the layer has $p_L$ and $u_L$. A half turn still reverses all four, so both angles $\beta$ cancel in the mean. The squares remain, and the expansion of the arcsine, applied to each peak, gives

$$\bar S-\Delta\approx\tfrac12\left(u_S^2\tan\theta_S-u_L^2\tan\theta_L\right).$$

Write $u_L=u_S+\delta u$, where $\delta u\approx\tau\sin\psi$ comes from the relative tilt. Then

$$\bar S-\Delta\approx\tfrac12u_S^2(\tan\theta_S-\tan\theta_L)-u_S\,\delta u\,\tan\theta_L-\tfrac12\delta u^2\tan\theta_L .$$

The middle term is linear in the layer tilt. It survives because $u_S$ and $\delta u$ reverse together and their product does not. For a substrate normal 1° out of the scattering plane, $u_S=0.01745$ and $\delta u$ corresponds to 90 arcsec, so this term is $-0.01745\times90\times0.63485=-0.997$ arcsec. The first term contributes about $+0.056$ arcsec and the last $-0.012$ arcsec, in agreement with the numerical total of $-0.95$ arcsec. That is more than seventy times the remainder for an aligned substrate at the same $\psi$.

The cure is to bring the substrate normal back into the scattering plane at each azimuth by a small rotation about $x$. This sets $u_S=0$ and leaves each $p$ as it was, so the in-plane parts still reverse and the cross term is gone.

Two further conditions concern what is illuminated and what is detected. If the beam strikes regions whose layer planes are tilted in the same direction but by different angles $\tau_1$ and $\tau_2$ in the two scans, the first-order terms leave $-\tfrac12(\tau_1-\tau_2)\cos\psi$. The half turn removes the tilt common to both regions but not its variation across the sample.

The detector, for its part, must accept a beam that leaves the scattering plane. Rocking about $y$ does not change the $y$ component of $\mathbf G$, so the diffracted wave vector acquires the component $Gu$. Relative to $k$ this is $2u\sin\theta_L$, an angle of 96 arcsec at $\psi=30^\circ$. A detector that cuts off part of this beam can distort the peak whose position the argument takes as given.

The remaining figures, including the measured orders of the two biases in the tilt (1.00 for a single scan and 2.00 for the mean), are in the numerical output below.

## Computed results

```
wavelength                         2.900 bohr
substrate plane spacing            2.7000 bohr
layer plane spacing                2.7054 bohr
true strain normal to planes       0.002000 (no unit)
layer tilt                         180.0 arcsec
substrate Bragg angle              32.48216 deg
layer Bragg angle                  32.40939 deg
tan of layer Bragg angle           0.63485 (no unit)
true Bragg-angle difference        262.000 arcsec
azimuth psi (deg): S(psi), S(psi+180), mean, mean bias (arcsec)
    0:    82.000   442.000   262.000    0.0000
   30:   106.103   417.872   261.987   -0.0125
   60:   171.962   351.962   261.962   -0.0374
   90:   261.950   261.950   261.950   -0.0499
the following lines are for psi = 30 deg
first-order bias -tau cos(psi)     -155.885 arcsec
bias of single scan, numerical     -155.897 arcsec
bias of mean, numerical            -0.01247 arcsec
bias of mean, formula              -0.01247 arcsec
strain from scan at psi            0.000809 (no unit)
strain from scan at psi+180        0.003194 (no unit)
strain from mean separation        0.002000 (no unit)
first-order strain error at psi    -0.001193 (no unit)
layer scattering angle at psi      64.81877 deg
layer scattering angle at psi+180  64.81877 deg
exit beam out of plane             96.47 arcsec
half difference, first pair        155.885 arcsec
half difference, pair at psi+90    -90.000 arcsec
tilt recovered from both pairs     180.000 arcsec
azimuth error of half turn         1.0 deg
  bias of mean, numerical          -0.810 arcsec
  bias of mean, leading formula    -0.785 arcsec
substrate normal off azimuth axis  1.0 deg
  bias of mean, numerical          -0.954 arcsec
  bias of mean, formula            -0.953 arcsec
  cross term alone                 -0.997 arcsec
order in tilt, single-scan bias    1.0014 (no unit)
order in tilt, bias of mean        1.9999 (no unit)
largest error of closed formula    2.2e-16 rad
```
